\section*{Mean Transverse Energy in Field Emission into a Dielectric, part 1}

(Sections cited here and not found follow in the second part.)

\section{Emission at zero temperature}

\subsection{Definitions and conventions}

A metal fills the half-space $z<0$ and a dielectric the half-space $z>0$. The metal is a free-electron gas with isotropic mass $m$, and its occupied states fill a sphere whose depth in energy is $E_F$. The dielectric has an isotropic effective mass $m_d$ at its conduction-band edge. The total energy $E$ of an electron is measured from the Fermi level, so the occupied states at zero temperature have $-E_F\le E\le 0$.

The conduction-band edge of the dielectric lies at $V(z)$, also measured from the Fermi level. The barrier height at the interface is $\phi$. The symbol $F$ denotes the magnitude of the electric force on an electron; in eV/nm it has the same numerical value as the electric field in V/nm. The charge magnitude is $e>0$, and $J$ is the magnitude of the current density.

The interface is smooth, so the transverse wave vector $\mathbf k_t$ is conserved. The associated kinetic energy depends on the mass used to calculate it:
\begin{equation}
E_t=\frac{\hbar^2k_t^2}{2m},\qquad
x=\frac{\hbar^2k_t^2}{2m_d}=\frac{m}{m_d}E_t .
\label{eq:transverse}
\end{equation}
Here $E_t$ is the transverse energy in the metal and $x$ is the transverse energy in the dielectric. For emission into vacuum from a metal of free-electron mass they coincide. For emission into a dielectric they generally do not.

The normal energy in the dielectric is
\begin{equation}
\varepsilon=E-x .
\label{eq:normal}
\end{equation}
Let $D$ be the transmission probability. The width $d$ is defined by
\begin{equation}
\frac1d=\left.\frac{d\ln D}{d\varepsilon}\right|_{\varepsilon=0}.
\label{eq:width}
\end{equation}
If $\ln D$ is linear, an increase of $\varepsilon$ by $d$ multiplies $D$ by $e^1$. Angular brackets denote an average over emitted electrons, that is, an average weighted by their contribution to the current. The statement to be proved is $\langle x\rangle=d$, for a deep Fermi sea and a linear exponent. The corresponding average in the metal is $\langle E_t\rangle=(m_d/m)d$.

\subsection{The current as an integral over energies}

With two spin states, the electrons moving toward the interface give
\begin{equation}
J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_zD\,f(E),
\qquad v_z=\frac{\hbar k_z}{m},
\label{eq:current0}
\end{equation}
where $f$ is the occupation. Write the kinetic energy of normal motion in the metal as $E_n=\hbar^2k_z^2/(2m)$. Its differential is $dE_n=\hbar^2k_zdk_z/m$, so
\begin{equation}
v_z\,dk_z=\frac{dE_n}{\hbar}.
\label{eq:velocity}
\end{equation}
The velocity in the current has cancelled the one-dimensional density of states. In the transverse plane, integration over the angle gives
\begin{equation}
d^2k_t=2\pi k_tdk_t=\frac{2\pi m}{\hbar^2}\,dE_t .
\label{eq:area}
\end{equation}
Equations (\ref{eq:velocity}) and (\ref{eq:area}) turn (\ref{eq:current0}) into
\begin{align}
J&=\frac{2e}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}
\iint dE_n\,dE_t\,D f
\nonumber\\
&=\frac{em}{2\pi^2\hbar^3}\iint dE_n\,dE_t\,D f .
\label{eq:current1}
\end{align}
The total energy is $E=E_n+E_t-E_F$. At fixed $E_t$ this gives $dE_n=dE$, while (\ref{eq:transverse}) gives $dE_t=(m_d/m)dx$. Therefore
\begin{equation}
J=\frac{em_d}{2\pi^2\hbar^3}\iint dE\,dx\,D f(E).
\label{eq:current2}
\end{equation}
The metal mass has disappeared from the prefactor. It remains in the lower limit of $E$: since $E_n\ge0$,
\begin{equation}
E\ge -E_F+\frac{m_d}{m}x .
\label{eq:bottom}
\end{equation}
Equal areas of the $(E,x)$ plane therefore carry equal weight before transmission and occupation are included. The distribution of transverse energy now depends on how $D$ varies over this plane.

\subsection{Why transmission depends on the difference $E-x$}

In the dielectric the effective-mass wave equation is
\begin{equation}
-\frac{\hbar^2}{2m_d}\nabla^2\psi+V(z)\psi=E\psi .
\label{eq:wave}
\end{equation}
Set $\psi=e^{i\mathbf k_t\cdot\mathbf r_t}\chi(z)$. The transverse derivatives produce $-k_t^2$, and (\ref{eq:wave}) becomes
\begin{equation}
\chi''=\kappa^2\chi,\qquad
\kappa^2=\frac{2m_d}{\hbar^2}(V-E)+k_t^2
=\frac{2m_d}{\hbar^2}(V-\varepsilon).
\label{eq:kappa}
\end{equation}
The last equality uses (\ref{eq:transverse}) and (\ref{eq:normal}). Transverse motion uses energy that is then unavailable for crossing the barrier.

In the semiclassical approximation with unit prefactor,
\begin{equation}
D(\varepsilon)=\exp\left[-2\int\kappa(z)\,dz\right],
\label{eq:wkb}
\end{equation}
where the integral runs over the forbidden region. Both $\kappa$ and the end of that region, where $V=\varepsilon$, depend on $E$ and $x$ through their difference. Raising $x$ by a given amount at fixed $E$ therefore has the same effect on $D$ as lowering $E$ by that amount at fixed $x$. This property is the basis of the result.

The normal energy of the metal, referred to the Fermi level, is a different quantity when the masses differ. It equals $W=E-E_t$, so
\begin{equation}
\varepsilon=W+E_t-x
=W+\left(1-\frac m{m_d}\right)E_t .
\label{eq:metalnormal}
\end{equation}
At fixed $W$, transmission still changes with transverse motion unless $m_d=m$. For a light dielectric mass, $m_d<m$, it falls as $E_t$ rises. A calculation that treats $D$ as a function of $W$ alone misses this filtering.

\subsection{The width for a triangular barrier}

For a uniform force and no image interaction,
\begin{equation}
V(z)=\phi-Fz .
\label{eq:triangle}
\end{equation}
Let $H=\phi-\varepsilon$ be the barrier height seen by the normal motion. The forbidden region ends at $z=H/F$, and
\begin{equation}
\int_0^{H/F}\sqrt{H-Fz}\,dz
=\left[-\frac{2}{3F}(H-Fz)^{3/2}\right]_0^{H/F}
=\frac{2H^{3/2}}{3F}.
\label{eq:area2}
\end{equation}
Multiplication by $2\sqrt{2m_d}/\hbar$ and the minus sign in (\ref{eq:wkb}) give
\begin{equation}
\ln D=-\frac{4\sqrt{2m_d}}{3\hbar F}(\phi-\varepsilon)^{3/2}.
\label{eq:fn}
\end{equation}
Differentiation brings down $3/2$ and a second minus sign from $\phi-\varepsilon$. Hence
\begin{equation}
\frac1d=\frac{2\sqrt{2m_d\phi}}{\hbar F},
\qquad
d=\frac{\hbar F}{2\sqrt{2m_d\phi}} .
\label{eq:d}
\end{equation}
The exponent at the Fermi level follows by substituting this width in (\ref{eq:fn}):
\begin{equation}
\ln D_0=-\frac{4\sqrt{2m_d}\,\phi^{3/2}}{3\hbar F}
=-\frac{2\phi}{3d},\qquad D_0=D(0).
\label{eq:d0}
\end{equation}
A stronger field makes the barrier thinner and increases $d$. A higher barrier or a heavier dielectric mass decreases $d$. Because $\phi/d$ sets the size of the exponent, a strongly suppressed transmission implies $d\ll\phi$.

\subsection{The distribution and its mean}

Near the Fermi level, replace the exponent by its tangent:
\begin{equation}
D=D_0e^{(E-x)/d}.
\label{eq:linear}
\end{equation}
At zero temperature $f=1$ for $E<0$ and $f=0$ for $E>0$. For a deep Fermi sea the lower limit (\ref{eq:bottom}) may be replaced by $-\infty$. The integral over $E$ at fixed $x$ is then
\begin{equation}
\int_{-\infty}^{0}D_0e^{(E-x)/d}\,dE=D_0d\,e^{-x/d}.
\label{eq:partial}
\end{equation}
Since $\int_0^\infty e^{-x/d}dx=d$, the normalized distribution is
\begin{equation}
P(x)=\frac1d e^{-x/d}.
\label{eq:distribution}
\end{equation}
With $u=x/d$, its moments are
\begin{equation}
\langle x^n\rangle=d^n\int_0^\infty u^ne^{-u}\,du=n!\,d^n .
\label{eq:moments}
\end{equation}
The last integral follows from repeated integration by parts: each step supplies the current power as a factor, and the boundary terms vanish. For $n=1$ and $n=2$,
\begin{equation}
\boxed{\langle x\rangle=d},\qquad
\langle x^2\rangle=2d^2 .
\label{eq:result}
\end{equation}
The conversion in (\ref{eq:transverse}) gives
\begin{equation}
\langle E_t\rangle=\frac{m_d}{m}d .
\label{eq:metalmean}
\end{equation}

The factor $e^{E/d}$ weights the total energies below the Fermi level, so $-E$ has the same exponential distribution as $x$. Thus $\langle E\rangle=-d$ and $\langle\varepsilon\rangle=\langle E\rangle-\langle x\rangle=-2d$. Integrating (\ref{eq:partial}) over $x$ and inserting it in (\ref{eq:current2}) gives
\begin{equation}
J=\frac{em_d}{2\pi^2\hbar^3}d^2D_0 .
\label{eq:jzero}
\end{equation}
One factor of $d$ measures the layer of total energies that contributes. The other measures the range of transverse energies.

The distribution (\ref{eq:distribution}) has the form of a two-dimensional thermal distribution with $k_BT$ replaced by $d$. Here, however, the spread comes from the barrier's selection among occupied states, with no thermal agitation.

\subsection{How deep the Fermi sea must be}

Keeping the lower limit (\ref{eq:bottom}) changes (\ref{eq:partial}) to
\begin{equation}
D_0d\left[e^{-x/d}
-e^{-E_F/d}e^{-(1-m_d/m)x/d}\right],
\quad 0\le x\le\frac m{m_d}E_F .
\label{eq:finitesea}
\end{equation}
If $m_d\le m$, the second exponential is at most $e^{-E_F/d}$. If $m_d>m$, it grows with $x$ and reaches $e^{-(m/m_d)E_F/d}$ at the upper limit. Replacing the lower limit by $-\infty$, as in the current (\ref{eq:jzero}), therefore requires both $E_F\gg d$ and $(m/m_d)E_F\gg d$. The mean alone is less demanding when $m_d\ll m$, because the correction is then nearly a constant factor on $e^{-x/d}$. For $m_d/m=0.05$ and $E_F=d$ the current is 0.61 of its deep-sea value, while $\langle x\rangle=0.97d$.

Equal masses show what happens when the sea is shallow. With $a=E_F/d$ and $u=x/d$, the weight is $e^{-u}-e^{-a}$ for $0\le u\le a$. The normalization and first moment are
\begin{align}
N&=\int_0^a(e^{-u}-e^{-a})du
=1-(1+a)e^{-a},\label{eq:norm}\\
M&=\int_0^a u(e^{-u}-e^{-a})du
=1-\left(1+a+\frac{a^2}{2}\right)e^{-a}.
\label{eq:first}
\end{align}
Thus $\langle x\rangle/d=M/N$. For $a=3$ this is $0.720$, a reduction of 28\% relative to $d$. For small $a$, expansion gives $N\simeq a^2/2$ and $M\simeq a^3/6$, hence $\langle x\rangle\simeq E_F/3$. The depth of the sea, rather than the barrier, then limits the transverse energy.

\subsection{A numerical case}

Take round parameters of the rough size expected for a copper-like electrode and a low-permittivity organosilicate film: $\phi=3.0$ eV, $m_d=0.5m_e$, $m=m_e$ and $E_F=7.0$ eV. The film is 20 nm thick and the field is 6.0 MV/cm, so $F=0.60$ eV/nm. With $\hbar^2/(2m_e)=0.03810$ eV nm$^2$, the decay constant at the interface for an electron with $\varepsilon=0$ is
\begin{equation}
\kappa_0=\sqrt{\frac{0.5\times3.0}{0.03810}}\ \mathrm{nm}^{-1}
=6.275\ \mathrm{nm}^{-1}.
\label{eq:kappanum}
\end{equation}
Equation (\ref{eq:d}) is $d=F/(2\kappa_0)$, and therefore
\begin{equation}
d=\frac{0.60}{2\times6.275}\ \mathrm{eV}
=0.0478\ \mathrm{eV}=47.8\ \mathrm{meV}.
\label{eq:dnum}
\end{equation}
A direct sum over the occupied Fermi sphere, with the linear exponent, gives $\langle x\rangle=47.8$ meV. The average transverse energy in the metal is half as large, $23.9$ meV. The sea is deep: $e^{-E_F/d}$ is about $10^{-64}$.

The exponent is $\ln D_0=-2(3.0)/(3\times0.04781)=-41.8$, so $D_0=6.8\times10^{-19}$. Equation (\ref{eq:jzero}) gives $J=1.3\times10^{-11}$ A/cm$^2$. The tunnel length is $\phi/F=5.0$ nm, well inside the 20 nm film, so the electron emerges into the dielectric's conduction band before reaching the other electrode. The complete numerical output follows the text.

\section{Finite temperature, real barriers and limits}

\subsection{Quantities carried forward}

Energies are measured from the Fermi level. The total energy is $E$, the transverse energy in the dielectric is $x=\hbar^2k_t^2/(2m_d)$, and $\varepsilon=E-x$. The metal and dielectric masses are $m$ and $m_d$. The barrier height is $\phi$, the force is $F$, and $d=\hbar F/(2\sqrt{2m_d\phi})$. Current is proportional to $\iint dE\,dx\,Df(E)$, as in (\ref{eq:current2}). For a linear exponent and a deep Fermi sea, $x$ has the distribution $e^{-x/d}/d$, with mean $d$. The numerical case has $\phi=3.0$ eV, $m_d=0.5m_e$, a field of 6.0 MV/cm and $d=47.8$ meV.

\subsection{Temperature with a linear exponent}

At temperature $T$ the occupation is $f(E)=[1+e^{E/(k_BT)}]^{-1}$. With (\ref{eq:linear}), the weight separates:
\begin{equation}
D f(E)=D_0\,e^{-x/d}\left[e^{E/d}f(E)\right].
\label{eq:factor}
\end{equation}
The factor containing $x$ is unchanged. Thus $\langle x\rangle=d$ at finite temperature too, provided that the integral over $E$ converges. Define $p=k_BT/d$. At large positive $E$ the bracket varies as $e^{E/d-E/(k_BT)}$, so convergence requires $p<1$. Zero temperature is sufficient for the result but not necessary.

To find the current, set $s=E/(k_BT)$:
\begin{equation}
I=\int_{-\infty}^{\infty}e^{E/d}f(E)\,dE
=k_BT\int_{-\infty}^{\infty}\frac{e^{ps}}{1+e^s}\,ds .
\label{eq:thermalintegral}
\end{equation}
Call the last integral $K$. Integrate the same function around a rectangle whose long sides are the real line and the line displaced by $2\pi i$. The vertical sides vanish for $0<p<1$. On the upper side the integrand gains $e^{2\pi ip}$ and the direction is reversed. The enclosed pole is at $s=i\pi$, with residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Hence
\begin{equation}
(1-e^{2\pi ip})K=-2\pi i\,e^{i\pi p},
\qquad K=\frac{\pi}{\sin\pi p},
\label{eq:contour}
\end{equation}
where the second equality follows on dividing by $e^{i\pi p}$. Thus $I=\pi k_BT/\sin(\pi p)$. At zero temperature $I=d$, so
\begin{equation}
\frac{J(T)}{J(0)}=\frac{\pi p}{\sin\pi p}.
\label{eq:gain}
\end{equation}
Differentiating $\ln I$ with respect to $1/d$ at fixed $T$ gives the mean total energy:
\begin{equation}
\langle E\rangle=-\pi k_BT\cot(\pi p).
\label{eq:meane}
\end{equation}
As $p\to0$, this tends to $-d$. It passes through zero at $p=1/2$.

At 300 K, $k_BT=25.85$ meV and $p=25.85/47.81=0.541$. The current is larger than at zero temperature by a factor $1.71$, and $\langle E\rangle$ rises from $-47.8$ to $+10.4$ meV. The mean transverse energy stays at $47.8$ meV. Heating changes which total energies contribute, while the barrier's selection in $x$ is the same at each $E$.

The condition $p<1$ sets a lower field for the use of the linear exponent. For this barrier $d$ is proportional to $F$, so at 300 K the field must exceed $0.541\times6.0=3.2$ MV/cm. The divergence at this limit belongs to the tangent approximation; the current through the actual barrier stays finite, because $D$ cannot grow without bound. Close to that limit, electrons far above the Fermi level dominate and the tangent approximation becomes unreliable for the current. At $p=1$ the full triangular exponent gives $\langle E\rangle\approx0.3$ eV and a thermal gain of about 20. The mean transverse energy is less sensitive and is still only 5\% above $d$ there.

For a linear exponent and a deep Fermi sea, the mean transverse energy in the dielectric equals the barrier width, $\langle x\rangle=d$, at zero temperature and also at finite temperature as long as $k_BT<d$. It remains to see how far this equality survives curvature of the exponent, the image force, wave matching and a non-parabolic band, and what it means for a real film.
